# Why a Doniach-Sunjic peak has no total area

**Q.** I fit the metal peak in my photoelectron spectra with a Doniach-Sunjic line. The fit gives an amplitude, a width and an asymmetry index, so the peak's total area is fixed. The range over which I integrate should matter only until the tail has died away. Isn't that so?

**A.** Let us test it on the formula. Let \(x\) be binding energy measured from the line's threshold, \(\gamma>0\) the Lorentzian half width at half maximum, and \(\alpha\) the asymmetry index, with \(0<\alpha<1\). Apart from an amplitude, the line is

\[
f(x)=\frac{\cos\left[(1-\alpha)\theta-\pi\alpha/2\right]}{(x^2+\gamma^2)^{(1-\alpha)/2}},\qquad \theta=\arctan(x/\gamma).
\]

Far to the high-binding side, \(\theta\to\pi/2\). The argument of the cosine tends to \(\pi/2-\pi\alpha\), and the cosine to \(\sin\pi\alpha\). Hence

\[
f(x)\to\sin(\pi\alpha)\,x^{\alpha-1}\qquad(x\gg\gamma).
\]

This does tend to zero, but more slowly than \(1/x\), and even \(1/x\) has an infinite integral.

**Q.** Could the other side compensate, or could the line turn negative somewhere?

**A.** Neither happens. As \(\theta\) runs from \(-\pi/2\) to \(\pi/2\), the cosine's argument runs from \(-\pi/2\) to \(\pi/2-\pi\alpha\). It stays strictly inside \((-\pi/2,\pi/2)\), so \(f>0\) everywhere and nothing can cancel.

On the low-binding side, \(\theta\simeq-\pi/2+\gamma/|x|\). The argument is then \(-\pi/2+(1-\alpha)\gamma/|x|\), and since \(\cos(-\pi/2+\epsilon)=\sin\epsilon\simeq\epsilon\),

\[
f(x)\to(1-\alpha)\gamma\,|x|^{\alpha-2}\qquad(x\to-\infty).
\]

That side is integrable. The divergence comes from the high-binding tail alone.

**Q.** How large is the area up to a finite cutoff?

**A.** It has a closed form. Write \(\gamma-ix=r e^{-i\theta}\) with \(r=\sqrt{x^2+\gamma^2}\). Then

\[
e^{-i\pi\alpha/2}(\gamma-ix)^{\alpha-1}=r^{\alpha-1}e^{i[(1-\alpha)\theta-\pi\alpha/2]},
\]

and its real part is \(f(x)\). Because \(\frac{d}{dx}(\gamma-ix)^\alpha=-i\alpha(\gamma-ix)^{\alpha-1}\), an antiderivative of \((\gamma-ix)^{\alpha-1}\) is \((i/\alpha)(\gamma-ix)^\alpha\). With \(i=e^{i\pi/2}\), an antiderivative of \(f\) is therefore

\[
\frac{r^\alpha}{\alpha}\,\mathrm{Re}\,e^{i[\pi/2-\pi\alpha/2-\alpha\theta]}
=\frac{r^\alpha}{\alpha}\sin\left[\alpha\left(\frac{\pi}{2}+\theta\right)\right].
\]

At \(x\to-\infty\) the sine is about \(\alpha\gamma/|x|\), so the expression behaves as \(\gamma|x|^{\alpha-1}\) and vanishes. The area from \(-\infty\) to \(B\) is thus

\[
F(B)=\frac{(B^2+\gamma^2)^{\alpha/2}}{\alpha}\sin\left[\alpha\left(\frac{\pi}{2}+\arctan\frac{B}{\gamma}\right)\right]
\;\to\;\frac{\sin\pi\alpha}{\alpha}\,B^\alpha .
\]

It grows without limit for every \(\alpha\) between 0 and 1. If instead \(\alpha\to0\) at fixed \(B\), then \(\sin(\alpha u)/\alpha\to u\), and \(F(B)\to\pi/2+\arctan(B/\gamma)\). This is the Lorentzian area, which converges to \(\pi\).

Take \(\alpha=0.12\) and \(\gamma=0.02\) eV. Between cutoffs of 5 and 1000 eV, quadrature gives an area rising from 3.717 to 7.028 eV\(^{\alpha}\), a factor of 1.89. The Lorentzian of the same width goes from 3.138 to 3.142. A slow power is easily mistaken for convergence: each tenfold increase of \(B\) adds only about \(10^{0.12}-1=32\) per cent.

**Q.** But a real sample emits a finite number of electrons. How can its line have infinite area?

**A.** The real line doesn't. The formula is a threshold law, and the infinity appears when it is used far from threshold. A simple model shows where this enters. I set \(\hbar=1\).

The suddenly created core hole excites electron-hole pairs in the metal. Treat them as independent bosons with weight \(\alpha e^{-\omega/D}/\omega\) at energy \(\omega\), where \(D\) is a bandwidth. The amplitude \(g(t)\) that the system is still in its initial state, apart from lifetime decay, obeys

\[
\ln g(t)=\alpha\int_0^\infty\frac{d\omega}{\omega}\,e^{-\omega/D}\left(e^{-i\omega t}-1\right).
\]

Differentiating removes the \(1/\omega\):

\[
\frac{d\ln g}{dt}=-i\alpha\int_0^\infty e^{-\omega(1/D+it)}d\omega=-\frac{i\alpha D}{1+iDt}.
\]

Since \(g(0)=1\), integration gives \(g(t)=(1+iDt)^{-\alpha}\). With lifetime decay included, the spectrum is

\[
\rho(x)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{ixt-\gamma t}(1+iDt)^{-\alpha}dt .
\]

Integrating a spectrum over all energies picks out its time amplitude at \(t=0\). Here that is 1, so the area is 1.

Near threshold, and for \(\gamma\ll D\), times \(t\gg1/D\) dominate, and one drops the 1 beside \(iDt\):

\[
(1+iDt)^{-\alpha}\to(iDt)^{-\alpha}=D^{-\alpha}e^{-i\pi\alpha/2}t^{-\alpha}.
\]

Using \(\int_0^\infty t^{-\alpha}e^{-(\gamma-ix)t}dt=\Gamma(1-\alpha)(\gamma-ix)^{\alpha-1}\), the spectrum becomes

\[
\rho(x)\simeq D^{-\alpha}\,\frac{\Gamma(1-\alpha)}{\pi}\,f(x).
\]

This is the Doniach-Sunjic line. The replaced amplitude is infinite at \(t=0\), and so is the area. The approximation is good at small \(|x|/D\) and has no claim on the total.

**Q.** Then I could choose the cutoff at which the truncated formula happens to give the right area.

**A.** In this model you can find it. For \(B\gg\gamma\), the area of the truncated line is

\[
D^{-\alpha}\frac{\Gamma(1-\alpha)}{\pi}\frac{\sin\pi\alpha}{\alpha}B^\alpha
=\frac{(B/D)^\alpha}{\Gamma(1+\alpha)},
\]

where I used \(\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha\) and \(\alpha\Gamma(\alpha)=\Gamma(1+\alpha)\). Setting this equal to 1 gives

\[
B^*=D\,\Gamma(1+\alpha)^{1/\alpha}.
\]

For \(D=10\) eV and \(\alpha=0.12\) this is 6.16 eV; keeping \(\gamma=0.02\) eV gives 6.21 eV. But \(B^*\) is proportional to \(D\), and its prefactor belongs to the exponential band cutoff. The peak near threshold doesn't tell you either of them separately from the amplitude.

**Q.** My fitted line is also convolved with a Gaussian for the spectrometer. Does that tame the tail?

**A.** No. Let \(G(y)\) be the normalized, symmetric Gaussian of standard deviation \(\sigma\). The broadened area up to \(B\) is \(\int F(B-y)G(y)\,dy\). Half the weight of \(G\) lies at \(y\le0\), where \(F(B-y)\ge F(B)\) because \(F\) increases. The broadened area is therefore at least \(F(B)/2\), which still diverges.

For \(B\gg\sigma,\gamma\) the change is in fact tiny. Expanding \(F(B-y)\) to second order, the linear term vanishes by symmetry, and

\[
\int F(B-y)G(y)\,dy\simeq F(B)+\frac{\sigma^2}{2}F''(B)
\simeq F(B)\left[1-\frac{\alpha(1-\alpha)\sigma^2}{2B^2}\right].
\]

**Q.** I subtract a Shirley background, which forces the signal to zero at the end of my window. Surely that removes the tail.

**A.** It removes a bounded share of it. Consider the window from \(-L\) to \(B\), with \(L\) fixed, and any background lying between zero and the line's end value \(f(B)\). It can remove at most \((B+L)f(B)\). Relative to the area,

\[
\frac{(B+L)f(B)}{F(B)}\to\frac{B\sin(\pi\alpha)B^{\alpha-1}}{\sin(\pi\alpha)B^\alpha/\alpha}=\alpha .
\]

At least a fraction \(1-\alpha\) survives at large \(B\), and it still diverges. A Shirley background that starts at zero on the low-binding side meets the condition for every large \(B\). One that starts at the line's small value \(f(-L)\) meets it only while \(f(-L)\le f(B)\), as in the example that follows. For the line above, with \(L=5\) eV and \(B=20\) eV, the area left after subtracting a Shirley background is 11.6 per cent below \(F(B)\); this includes the small part of the line lying below \(-L\). From 20 to 80 eV the remaining area grows by a factor of 1.181, the same to three decimals as \(4^{0.12}\). The endpoint looks clean because the background has been made to meet the curve there.

**Q.** I report ratios, not absolute areas. The cutoff should cancel.

**A.** It cancels between lines with the same index. At large \(B\) the area no longer depends on \(\gamma\), so two such lines, integrated to the same cutoff, approach the ratio of their amplitudes multiplying \(f\). With indices \(\alpha_1\) and \(\alpha_2\), the ratio instead carries a factor

\[
\frac{F_1(B)}{F_2(B)}\propto B^{\alpha_1-\alpha_2}.
\]

For indices 0.12 and 0.05, moving both cutoffs from 100 to 400 eV changes the ratio by a factor of 1.102. A symmetric partner, such as an oxide component, has an area that converges, so the ratio then carries the metal line's full factor \(B^{\alpha}\).

**Q.** That is my case: I get the thickness of the oxide on an aluminium film from the oxide-to-metal ratio of the 2p line. How much does it move?

**A.** First we need the thickness formula. Assume a uniform oxide of thickness \(d\) on a thick metal film, emission along the normal and exponential attenuation. Let \(N\) be the density of aluminium atoms and \(\lambda\) the attenuation length in each material. Summing the emission over depth gives, with a common factor omitted,

\[
I_{\rm met}=N_{\rm met}\lambda_{\rm met}e^{-d/\lambda_{\rm ox}},\qquad
I_{\rm ox}=N_{\rm ox}\lambda_{\rm ox}\left(1-e^{-d/\lambda_{\rm ox}}\right).
\]

Divide the second by the first and multiply by \(K=N_{\rm met}\lambda_{\rm met}/(N_{\rm ox}\lambda_{\rm ox})\). The result is \(K I_{\rm ox}/I_{\rm met}=e^{d/\lambda_{\rm ox}}-1\), or

\[
d=\lambda_{\rm ox}\ln\left(1+K\frac{I_{\rm ox}}{I_{\rm met}}\right).
\]

I take rough values \(\lambda_{\rm ox}=2.8\) nm, \(\lambda_{\rm met}=2.6\) nm and \(N_{\rm met}/N_{\rm ox}=1.6\), so \(K=1.6\times2.6/2.8=1.486\).

To know the right answer, use a noiseless synthetic spectrum for \(d=3.00\) nm. Its metal line is the finite-band line above, with unit area, \(\alpha=0.12\), \(\gamma=0.02\) eV and \(D=10\) eV. The oxide line is a Gaussian 2.7 eV higher, with a full width at half maximum (FWHM) of 1.5 eV and area 1.292. The instrumental FWHM of 0.5 eV broadens the metal line; the oxide width is taken as already including it.

Now fit this spectrum from \(-3\) to 7 eV with a broadened Doniach-Sunjic line plus the oxide Gaussian. Positions and widths are held at their known values, while \(\alpha\) and both amplitudes are free. The fit returns \(\alpha=0.1115\), an oxide area of 1.279 and an amplitude \(A=0.7513\) eV\(^{-\alpha}\), which stands where \(D^{-\alpha}\) stood. The root-mean-square misfit is 0.36 per cent of the spectrum's maximum. These digits belong to this window and to unweighted least squares: ending the window at 5 or 10 eV, or weighting low-count points more heavily, moves \(\alpha\) between about 0.105 and 0.113 and the thicknesses below by up to about 0.05 nm.

For a 20 eV cutoff the metal area is

\[
\frac{A B^\alpha}{\Gamma(1+\alpha)}=\frac{0.7513\times20^{0.1115}}{\Gamma(1.1115)}\simeq1.108,
\]

and the thickness follows as

\[
d=2.8\,\ln\left(1+\frac{1.486\times1.279}{1.108}\right)\ \text{nm}=2.80\ \text{nm}.
\]

The same fit, with nothing changed but the cutoff, gives:

| Cutoff (eV) | Metal area | Thickness (nm) |
|---:|---:|---:|
| 5 | 0.948 | 3.08 |
| 10 | 1.025 | 2.94 |
| 20 | 1.108 | 2.80 |
| 40 | 1.197 | 2.66 |
| 1000 | 1.714 | 2.09 |

**Q.** So a good fit leaves me with 0.42 nm of freedom between 5 and 40 eV?

**A.** Yes, 14 per cent of the known thickness. The misfit cannot warn you, because it is the same number in every row. The last row is a mathematical illustration: the aluminium 2s line, roughly 45 eV above the 2p line, ends a practical window long before that.

The sensitivity can be found without a table. For \(B\gg\gamma\), \(I_{\rm met}\propto B^\alpha\). Put \(q=KI_{\rm ox}/I_{\rm met}\), so that \(\partial q/\partial\ln B=-\alpha q\). Then

\[
\frac{\partial d}{\partial\ln B}=-\alpha\lambda_{\rm ox}\frac{q}{1+q}
=-\alpha\lambda_{\rm ox}\left(1-e^{-d/\lambda_{\rm ox}}\right),
\]

because \(1+q=e^{d/\lambda_{\rm ox}}\). At 20 eV this is \(-0.197\) nm, so doubling the cutoff lowers \(d\) by about \(0.197\ln2=0.14\) nm. A very thin oxide has a small absolute shift, since the bracket tends to \(d/\lambda_{\rm ox}\), but its relative shift tends to \(-\alpha\) per unit of \(\ln B\). As \(B\to\infty\) at fixed fit parameters, \(q\to0\) and the inferred oxide disappears.

**Q.** Which cutoff gives 3.00 nm?

**A.** For this fit, 7.34 eV. It differs from the earlier \(B^*\) because the fitted index, amplitude and oxide area differ from the values used there. We found it by knowing the answer, so it is no rule for another sample.

**Q.** Are other errors in a real measurement larger?

**A.** Some are comparable. The parameters are rough values meant for a metallic aluminium film under a few nanometres of oxide; \(D\) is a model parameter. At the 20 eV cutoff, a 10 per cent error in both attenuation lengths changes \(d\) by 0.28 nm, since \(K\) stays fixed. Real metal lines also lose intensity to plasmon satellites. In aluminium the first bulk satellite lies about 15 eV above the main line, inside the 20 and 40 eV windows, whereas the areas in the table are those of the fitted formula alone. Plasmon losses suffered on the way out are already counted in \(\lambda\); only the part excited together with the core hole is missing intensity. If a rough 10 per cent of the metal intensity is missed in this way, \(d\) comes out 0.19 nm larger than with the full intensity; losses from the oxide line would act in the opposite direction.

With the fitted parameters held fixed, adding a spin-orbit splitting of 0.4 eV to the area integral changes \(d\) by about 0.001 nm, and instrumental broadening by about \(10^{-5}\) nm. Omitting the splitting from the fit itself is another matter. If the line width is held fixed, a free index can then rise to imitate the second component and shift \(d\) by tenths of a nanometre; freeing the width alone removes little of this shift, whereas freeing both position and width removes most of it. So fit the metal line as a doublet.

Temperature doesn't rescue the area either. It replaces \(t^{-\alpha}\) by \(t^{-\alpha}[\pi kTt/\sinh(\pi kTt)]^\alpha\), and the bracket tends to 1 at \(t=0\), where the divergence arises. At short times the extra factor is \(1-\alpha(\pi kTt)^2/6\). Comparing this with the Gaussian factor \(1-\sigma^2t^2/2\) gives \(\sigma=\pi kT\sqrt{\alpha/3}\), or 0.016 eV at 300 K. In the far tail, that is a negligible broadening.

**Q.** What should I do, if no cutoff is the right one?

**A.** Give the cutoff with every area, and calibrate with the same one. Suppose a clean thick metal reference has the same line shape as the metal under the oxide. Integrating both to the same \(B\) multiplies both metal intensities by the same factor \(a(B)\). If \(K\) is measured as the ratio of the thick-metal to the thick-oxide intensity, it becomes \(K a(B)\), and

\[
K a(B)\,\frac{I_{\rm ox}}{a(B)\,I_{\rm met}}=K\frac{I_{\rm ox}}{I_{\rm met}} .
\]

The cutoff has cancelled. This requires the same \(\alpha\), \(\gamma\) and background treatment in both metal spectra, and an oxide area defined in the same way in both oxide spectra. Separate fits can return slightly different indices, which leaves a weak dependence on \(B\), so hold \(\alpha\) at the clean reference's value when you fit the oxidised sample. Cancelling the cutoff does not remove the formula's misfit to the true line: applied to our synthetic spectrum, this procedure gives 2.98 nm at every cutoff, against the known 3.00 nm. If \(K\) comes instead from tabulated densities and attenuation lengths, as in our example, no such factor is there to cancel \(a(B)\), and the choice of cutoff passes straight into the thickness.

## Numbers as computed

```
INPUTS (rough, oxidised aluminium 2p)
asymmetry index alpha = 0.12
Lorentzian half width gamma = 0.02 eV
pair bandwidth D = 10.0 eV
instrument FWHM = 0.50 eV, sigma = 0.212 eV
oxide shift = 2.7 eV, FWHM = 1.5 eV
attenuation length, oxide = 2.8 nm
attenuation length, metal = 2.6 nm
metal/oxide Al density ratio = 1.6
factor K = 1.4857
known oxide thickness = 3.00 nm
true oxide/metal intensity ratio = 1.2920
AREA OF f UP TO CUTOFF (eV^alpha); alpha = 0 beside it
B =      5 eV: 3.7168; 3.1376
B =     10 eV: 4.0416; 3.1396
B =     20 eV: 4.3934; 3.1406
B =     40 eV: 4.7752; 3.1411
B =   1000 eV: 7.0277; 3.1416
Shirley loss of area at 20 eV = 11.60 %
Shirley area growth, 20 to 80 eV = 1.1813
power law 4^alpha = 1.1810
second line's index = 0.05
ratio growth, 100 to 400 eV = 1.1019
matching cutoff, formula = 6.164 eV
matching cutoff, numerical = 6.214 eV
FIT FROM -3 TO 7 eV
fitted alpha = 0.1115
fitted metal amplitude = 0.7513 eV^-alpha
fitted oxide area = 1.2794 (true metal area = 1)
rms misfit / spectrum maximum = 0.364 %
METAL AREA AND OXIDE THICKNESS FROM THE SAME FIT
B =      5 eV: area 0.9483, d = 3.080 nm
B =     10 eV: area 1.0252, d = 2.937 nm
B =     20 eV: area 1.1079, d = 2.797 nm
B =     40 eV: area 1.1970, d = 2.662 nm
B =   1000 eV: area 1.7140, d = 2.089 nm
cutoff returning the known thickness = 7.34 eV
slope dd/dlnB at 20 eV, numerical = -0.1977 nm
slope dd/dlnB at 20 eV, formula = -0.1972 nm
NEGLECTED EFFECTS ON d AT 20 eV
spin-orbit splitting 0.4 eV: 0.00133 nm
instrument broadening of area: 9.87e-06 nm
plasmon loss 10 %: 0.190 nm
attenuation length +10 %: 0.280 nm
kT at 300 K = 0.0259 eV
equivalent thermal sigma = 0.0157 eV
```
